**Lloyd's formula and Newns-Anderson chemisorption: numerical tests**

The program tests ΔN(E) = −(1/π) Im ln det[1 − G0(E+i0)V], where ΔN is the change in the number of states below E, G0 is the unperturbed Green's function and V is a localised perturbation. It asserts agreement with eigenvalue counts for a random Hermitian matrix, where the largest error is 3.9 × 10⁻⁷ states. For an adatom coupled by v to a half-infinite chain with hopping t, it asserts that the chemisorption energy agrees with extrapolated finite-chain energies at fixed electron number; the largest difference is 1.1 × 10⁻⁷ hartree. Further assertions compare real-axis and imaginary-axis integrals, the closed form for a level at the Fermi energy, and the leading errors of the weak- and strong-coupling formulas. With adatom repulsion U, the Hartree-Fock energy is compared with self-consistent finite chains, and the onset of unequal spin occupations is tested on both sides of its threshold. The output shows that both limiting formulas miss the energy by about a third at v = t. For U = 0.3 hartree and v = t = 0.05 hartree, the restricted solution is unbound by 0.31 eV, while the unrestricted one is bound by 0.41 eV.

## Program and output

```python
"""Lloyd's formula and the Newns-Anderson chemisorption energy.

Result under test, per spin: for H = H0 + V with V localised,
    Delta N(E) = -(1/pi) Im ln det[1 - G0(E+i0) V],
with the logarithm continued from zero at infinity in the upper half-plane.
For an adatom level eps coupled by v to the end of a half-infinite chain
(hopping T, site energy 0) the chemisorption energy at Fermi energy ef is
    Delta E = -(1/pi) int_0^inf ln|D(ef+iy)| dy,
    D(z) = 1 - v^2 g(z)/(z-eps),   g = Green's function of the chain end.
U is the adatom repulsion, treated in Hartree-Fock. Energies are in hartree.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq

EV = physical_constants["Hartree energy in eV"][0]
T = 0.05
COUPLINGS = (0.005, 0.05, 0.25)
U_REP = 0.30
PI = np.pi

# Trapezoidal rule in ln(y) for integrals over 0 < y < infinity
LOG_Y = np.linspace(-40.0, 40.0, 1601)
Y = np.exp(LOG_Y)
WEIGHT = Y * (LOG_Y[1] - LOG_Y[0])


def g_end(z):
    """Retarded Green's function at the end site of the half-infinite chain."""
    return 2.0 / (z + np.sqrt(z - 2 * T) * np.sqrt(z + 2 * T))


def delta_e(eps, v, ef=0.0):
    """Chemisorption energy per spin from the imaginary-axis integral."""
    z = ef + 1j * Y
    w = -v**2 * g_end(z) / (z - eps)
    log_abs = 0.5 * np.log1p(2 * w.real + np.abs(w)**2)
    return -np.sum(WEIGHT * log_abs) / PI


def delta_n(energy, eps, v):
    """Lloyd state-count change; both factors have Im >= 0."""
    z = np.asarray(energy) + 0j
    full = z - eps - v**2 * g_end(z)
    bare = z - eps
    arg_full = np.arctan2(np.abs(full.imag), full.real)
    arg_bare = np.arctan2(np.abs(bare.imag), bare.real)
    return -(arg_full - arg_bare) / PI


def closed_form(v):
    """Chemisorption energy per spin for eps = ef = 0."""
    lam = (v / T)**2
    s = np.sqrt(1 - lam + 0j)
    factor = 1.0 if abs(s) < 1e-7 else (np.arctanh(s) / s).real
    return -2 * T * lam / PI * factor


def weak_resonant(v):
    return -v**2 / (PI * T) * np.log(4 * T**2 / v**2)


def strong(v):
    return -v + 2 * T / PI - T**2 / (2 * v)


def second_order(eps, v):
    """Second-order perturbation sum over the chain-end density of states."""
    def dos(e):
        return np.sqrt(4 * T**2 - e**2) / (2 * PI * T**2)
    if eps > 0:
        return -v**2 * quad(lambda e: dos(e) / (eps - e), -2 * T, 0)[0]
    return -v**2 * quad(lambda e: dos(e) / (e - eps), 0, 2 * T)[0]


# ---- Lloyd's formula against eigenvalue counting for a random matrix
rng = np.random.default_rng(7)
dim, loc = 30, 3
a = rng.normal(size=(dim, dim)) + 1j * rng.normal(size=(dim, dim))
h0 = (a + a.conj().T) / 4
b = rng.normal(size=(loc, loc)) + 1j * rng.normal(size=(loc, loc))
v_loc = 2 * (b + b.conj().T)
h1 = h0.copy()
h1[:loc, :loc] += v_loc
e0, vec0 = np.linalg.eigh(h0)
e1 = np.linalg.eigvalsh(h1)


def small_det(z):
    amp = vec0[:loc]
    g = np.einsum("ik,zk,jk->zij", amp, 1 / (z[:, None] - e0), amp.conj())
    return np.linalg.det(np.eye(loc) - g @ v_loc)


z0, step = 0.3 + 0.5j, 1e-4
d_minus, d_mid, d_plus = small_det(np.array([z0 - step, z0, z0 + step]))
log_slope = (d_plus - d_minus) / (2 * step * d_mid)
one = np.eye(dim)
trace_diff = np.trace(np.linalg.inv(z0 * one - h1)
                      - np.linalg.inv(z0 * one - h0))
assert abs(log_slope - trace_diff) < 1e-5 * (1 + abs(trace_diff))

merged = np.sort(np.concatenate([e0, e1]))
gaps = np.diff(merged)
mids = (merged[:-1] + gaps / 2)[gaps > 0.02]
path = np.logspace(5, -8, 2500)
count_error, counts_seen = 0.0, set()
for energy in mids:
    phase = np.unwrap(np.angle(small_det(energy + 1j * path)))[-1]
    counted = int(np.sum(e1 < energy)) - int(np.sum(e0 < energy))
    counts_seen.add(counted)
    count_error = max(count_error, abs(-phase / PI - counted))
assert len(mids) > 5 and len(counts_seen) > 1
assert count_error < 1e-4


# ---- Finite chains: explicit diagonalisation
def levels(m, eps=None, v=None, vectors=False):
    extra = 0 if eps is None else 1
    diag = np.zeros(m + extra)
    off = np.full(m + extra - 1, -T)
    if extra:
        diag[0], off[0] = eps, v
    if vectors:
        return eigh_tridiagonal(diag, off)
    return eigh_tridiagonal(diag, off, eigvals_only=True,
                            lapack_driver="sterf")


# State count with a finite broadening larger than the level spacing
z_test = np.array([-0.11, -0.06, -0.01, 0.04, 0.12]) + 1j * 0.05 * T
lev_m, lev_c = levels(1000), levels(1000, -0.02, 0.08)
sum_arg = (np.angle(z_test[:, None] - lev_c).sum(axis=1)
           - np.angle(z_test[:, None] - lev_m).sum(axis=1)
           - np.angle(z_test + 0.02))
assert np.max(np.abs(-sum_arg / PI - delta_n(z_test, -0.02, 0.08))) < 1e-8


def fixed_number_energy(m, n, eps, v, occ):
    """Energy change at fixed electron number for m chain sites."""
    return (levels(m, eps, v)[:n + occ].sum()
            - levels(m)[:n].sum() - occ * eps)


# The 1/m finite-size term is removed by extrapolation from m and 2m;
# the tolerance covers the remaining 1/m^2 term.
chain_error = 0.0
for m, n, ef, eps, v in ((1000, 500, 0.0, 0.0, 0.5 * T),
                         (1000, 500, 0.0, -0.8 * T, 0.6 * T),
                         (1000, 500, 0.0, 0.5 * T, 1.5 * T),
                         (1000, 500, 0.0, 0.0, 5.0 * T),
                         (999, 333, -T, 0.3 * T, 0.8 * T)):
    occ = int(eps < ef)
    extrapolated = (2 * fixed_number_energy(2 * m, 2 * n, eps, v, occ)
                    - fixed_number_energy(m, n, eps, v, occ))
    chain_error = max(chain_error, abs(extrapolated - delta_e(eps, v, ef)))
assert chain_error < 1e-4 * T


# ---- Real-axis integral of the state count, with split-off states
def real_axis_energy(eps, v):
    def pole(e):
        return e - eps - v**2 * g_end(e + 0j).real
    points = [-2 * T, 0.0]
    if pole(-2 * T) > 0:
        points.append(brentq(pole, -5.0, -2 * T, xtol=1e-14))
    if eps < 0:
        points.append(eps)
    points = sorted(points)
    return -sum(quad(lambda e: float(delta_n(e, eps, v)), lo, hi,
                     limit=200, epsabs=1e-11)[0]
                for lo, hi in zip(points[:-1], points[1:]))


for eps in (0.0, -0.03, 0.02):
    for v in (0.025, 0.05, 0.25):
        assert abs(real_axis_energy(eps, v) - delta_e(eps, v)) < 1e-8
for v in (0.005, 0.03, 0.05, 0.08, 0.25):
    assert abs(closed_form(v) - delta_e(0.0, v)) < 1e-10

v_big = COUPLINGS[2]
split_off = -v_big**2 / np.sqrt(v_big**2 - T**2)
assert abs(levels(300, 0.0, v_big)[0] - split_off) < 1e-10
assert levels(300, 0.0, 1.35 * T)[0] > -2 * T
assert levels(300, 0.0, 1.50 * T)[0] < -2 * T

# Adding one identical site adds k/pi states below E = -2T cos k < 0
sample_e = np.array([-0.08, -0.05, -0.02])
sample_n = delta_n(sample_e, 0.0, T)
assert np.allclose(sample_n, np.arccos(-sample_e / (2 * T)) / PI, atol=1e-12)

# ---- Weak and strong coupling, including the size of the leading error
v = 0.1 * T
lam = (v / T)**2
next_weak = -T * lam**2 / (2 * PI) * (np.log(4 / lam) - 1)
assert abs((delta_e(0, v) - weak_resonant(v)) / next_weak - 1) < 0.05
v = 50 * T
next_strong = 4 * T**3 / (3 * PI * v**2)
assert abs((delta_e(0, v) - strong(v)) / next_strong - 1) < 0.05
eps = 0.5 * T
molecule = eps / 2 - np.sqrt(eps**2 / 4 + v**2) + 2 * T / PI
assert abs((delta_e(eps, v) - molecule) / (-T**2 / (2 * v)) - 1) < 0.05
for eps in (0.05, -0.05):
    rel = [delta_e(eps, x) / second_order(eps, x) - 1 for x in (0.005, 0.0025)]
    assert abs(rel[0]) < 0.05 and abs(rel[0] / rel[1] - 4) < 0.4


# ---- Hartree-Fock treatment of the adatom repulsion
def occupation(eps, v):
    z = 1j * Y
    g_ad = 1 / (z - eps - v**2 * g_end(z))
    return 0.5 + np.sum(WEIGHT * g_ad.real) / PI


def total_f(eps, v):
    return delta_e(eps, v) + min(eps, 0.0)


def critical_u(v):
    z = 1j * Y
    g_ad = 1 / (z - v**2 * g_end(z))
    return -PI / np.sum(WEIGHT * (g_ad**2).real)


def hartree_fock(v, u, cycles=400):
    """Unrestricted solution for eps_a = -u/2, energy from one-electron atom."""
    eps_a, n_up = -u / 2, 1.0
    for _ in range(cycles):
        old = n_up
        n_dn = occupation(eps_a + u * n_up, v)
        n_up = occupation(eps_a + u * n_dn, v)
        if abs(n_up - old) < 1e-14:
            break
    energy = (total_f(eps_a + u * n_dn, v) + total_f(eps_a + u * n_up, v)
              - u * n_up * n_dn - eps_a)
    return energy, n_up, n_dn


def restricted(v, u):
    return 2 * delta_e(0.0, v) + u / 4


for eps in (-0.04, 0.03):
    slope = (total_f(eps + 1e-5, v=0.04) - total_f(eps - 1e-5, v=0.04)) / 2e-5
    assert abs(slope - occupation(eps, 0.04)) < 1e-6


def chain_hartree_fock(m, v, u):
    eps_a, n_up, half = -u / 2, 1.0, m // 2
    for _ in range(14):
        e_dn, c_dn = levels(m, eps_a + u * n_up, v, vectors=True)
        n_dn = np.sum(c_dn[0, :half]**2)
        e_up, c_up = levels(m, eps_a + u * n_dn, v, vectors=True)
        n_up = np.sum(c_up[0, :half + 1]**2)
    # One last down-spin solution in the field of the final n_up
    e_dn = levels(m, eps_a + u * n_up, v)
    energy = (e_up[:half + 1].sum() + e_dn[:half].sum() - u * n_up * n_dn
              - eps_a - 2 * levels(m)[:half].sum())
    return np.array([energy, n_up])


hf_chain = (2 * chain_hartree_fock(400, 0.05, U_REP)
            - chain_hartree_fock(200, 0.05, U_REP))
hf_mid = hartree_fock(0.05, U_REP)
assert abs(hf_chain[0] - hf_mid[0]) < 2e-4 * T
assert abs(hf_chain[1] - hf_mid[1]) < 1e-3

# Onset of the local moment, and its two limits
u_c = critical_u(0.05)
_, up, dn = hartree_fock(0.05, 0.95 * u_c)
assert abs(up - dn) < 1e-5
_, up, dn = hartree_fock(0.05, 1.05 * u_c)
assert up - dn > 0.05
assert abs(critical_u(0.005) / (PI * 0.005**2 / T) - 1) < 0.03
assert abs(critical_u(50 * T) / (200 * T) - 1) < 0.05

# Weak-coupling Hartree-Fock energy is the sum of two second-order terms
rel = []
for v in (0.005, 0.0025):
    pert = second_order(-U_REP / 2, v) + second_order(U_REP / 2, v)
    rel.append(hartree_fock(v, U_REP)[0] / pert - 1)
assert abs(rel[0]) < 0.05 and abs(rel[0] / rel[1] - 4) < 0.4

# ---- Worked example
print(f"Chain hopping t = {T:.3f} hartree, band from {-2*T:.3f} to {2*T:.3f}")
print(f"Random-matrix test: largest state-count error = {count_error:.1e}")
print(f"Finite-chain test: largest energy error = {chain_error:.1e} hartree")
for e, n in zip(sample_e, sample_n):
    print(f"Lloyd count, eps_a=0, v=t: Delta N({e:.2f} hartree) = {n:.6f}")
print("U = 0, eps_a = E_F = 0, energies per spin:")
for v in COUPLINGS:
    exact = delta_e(0.0, v)
    print(f" v = {v:.3f} hartree, lambda = v^2/t^2 = {(v/T)**2:.4f}")
    print(f"  exact Delta E = {exact:.7f} hartree = {exact*EV:.5f} eV")
    print(f"  weak-coupling formula   = {weak_resonant(v):.7f} hartree")
    print(f"  strong-coupling formula = {strong(v):.7f} hartree")
print(f"Detaching the end atom costs 2t/pi = {2*T/PI:.7f} hartree per spin")
print(f"Split-off state at v = {v_big:.2f}: {split_off:.6f} hartree")
print("Off resonance, eps_a = 0.05 hartree, v = 0.005 hartree, per spin:")
print(f"  exact        = {delta_e(0.05, 0.005):.4e} hartree")
print(f"  second order = {second_order(0.05, 0.005):.4e} hartree")
print(f"U = {U_REP:.2f} hartree, eps_a = {-U_REP/2:.2f} hartree, both spins:")
for v in COUPLINGS:
    energy, up, dn = hartree_fock(v, U_REP)
    e_r = restricted(v, U_REP)
    assert energy < e_r + 1e-9
    print(f" v = {v:.3f} hartree, moment threshold U_c = "
          f"{critical_u(v):.6f} hartree")
    print(f"  n_up = {up:.5f}, n_down = {dn:.5f}")
    print(f"  unrestricted energy = {energy:.7f} hartree = {energy*EV:.5f} eV")
    print(f"  restricted energy   = {e_r:.7f} hartree = {e_r*EV:.5f} eV")
pert = second_order(-U_REP / 2, 0.005) + second_order(U_REP / 2, 0.005)
print(f"Second-order sum at v = 0.005, with U: {pert:.7f} hartree")
print("done: every assertion held")
```

Running it gives:

```
Chain hopping t = 0.050 hartree, band from -0.100 to 0.100
Random-matrix test: largest state-count error = 3.9e-07
Finite-chain test: largest energy error = 1.1e-07 hartree
Lloyd count, eps_a=0, v=t: Delta N(-0.08 hartree) = 0.204833
Lloyd count, eps_a=0, v=t: Delta N(-0.05 hartree) = 0.333333
Lloyd count, eps_a=0, v=t: Delta N(-0.02 hartree) = 0.435906
U = 0, eps_a = E_F = 0, energies per spin:
 v = 0.005 hartree, lambda = v^2/t^2 = 0.0100
  exact Delta E = -0.0009576 hartree = -0.02606 eV
  weak-coupling formula   = -0.0009536 hartree
  strong-coupling formula = -0.2231690 hartree
 v = 0.050 hartree, lambda = v^2/t^2 = 1.0000
  exact Delta E = -0.0318310 hartree = -0.86617 eV
  weak-coupling formula   = -0.0220636 hartree
  strong-coupling formula = -0.0431690 hartree
 v = 0.250 hartree, lambda = v^2/t^2 = 25.0000
  exact Delta E = -0.2224472 hartree = -6.05310 eV
  weak-coupling formula   = 0.7291610 hartree
  strong-coupling formula = -0.2231690 hartree
Detaching the end atom costs 2t/pi = 0.0318310 hartree per spin
Split-off state at v = 0.25: -0.255155 hartree
Off resonance, eps_a = 0.05 hartree, v = 0.005 hartree, per spin:
  exact        = -1.4763e-04 hartree
  second order = -1.4736e-04 hartree
U = 0.30 hartree, eps_a = -0.15 hartree, both spins:
 v = 0.005 hartree, moment threshold U_c = 0.001563 hartree
  n_up = 0.99964, n_down = 0.00036
  unrestricted energy = -0.0001325 hartree = -0.00361 eV
  restricted energy   = 0.0730849 hartree = 1.98874 eV
 v = 0.050 hartree, moment threshold U_c = 0.117810 hartree
  n_up = 0.95228, n_down = 0.04772
  unrestricted energy = -0.0149344 hartree = -0.40639 eV
  restricted energy   = 0.0113380 hartree = 0.30852 eV
 v = 0.250 hartree, moment threshold U_c = 0.953396 hartree
  n_up = 0.50000, n_down = 0.50000
  unrestricted energy = -0.3698945 hartree = -10.06534 eV
  restricted energy   = -0.3698945 hartree = -10.06534 eV
Second-order sum at v = 0.005, with U: -0.0001324 hartree
done: every assertion held
```
